How far a wavy guide edge distorts block-copolymer lamellae

**The situation**

A block-copolymer film fills a trench, and its lamellae stand upright and parallel to the trench wall. One block wets the wall, so the first lamella follows it. The wall was made by lithography and is not straight: it undulates slightly along its length. The second lamella follows the first less closely, the third less closely still. How many lamellae does it take to forget the wall, and how does that depend on the period of the undulation?

Let x run along the lamellae, z along their normal into the stack, and y through the film, of thickness h. The displacement of the layers along z is u(x,z), taken uniform in y. This is meant for film surfaces that keep the lamellae upright; lamellae free to lean or bend through the thickness need not follow the law derived here. The stack is free of defects, has its preferred period L₀, and has reached equilibrium. The theory is classical and contains no ħ, so its formulas read the same in atomic units; T denotes temperature as an energy. Numbers are in nm and eV.

**The elastic energy**

The layers are the surfaces z − u(x,z) = nL₀, with n an integer. Their local spacing is L₀ divided by the length of the gradient of z − u. With subscripts for derivatives, that length is

√[(1 − u_z)² + u_x²] ≈ 1 − u_z + ½u_x².

Here u_z is counted as the same order as u_x², and higher orders are dropped. The relative change of spacing is therefore

e = u_z − ½u_x².

A rigid rotation by a small angle θ tests this. It gives u = xθ + zθ²/2, so u_z = θ²/2, u_x = θ and e = 0. Rotation costs nothing, as it must. This is why the energy has no term in u_x² alone: tilt is free, and resistance to undulation comes from the curvature u_xx. The energy per volume is

F = ½B e² + ½K u_xx².

B is the compression modulus, an energy per volume. K is the bending modulus, an energy per length. Together they define a length,

λ = √(K/B).

**Simplest case: one cosine, small amplitude, deep stack**

Let the wall impose u(x,0) = A cos qx, and let the stack extend to z = ∞. For small A the term ½u_x² is dropped. Varying u by δu changes the energy by the integral of

B u_z δu_z + K u_xx δu_xx.

One integration by parts in z and two in x turn this into (−B u_zz + K u_xxxx) δu. The boundary terms vanish because δu = 0 at the wall, the problem is periodic in x, and the distortion dies out at depth. Stationarity requires

B u_zz = K u_xxxx.

Put u = f(z) cos qx. Four x derivatives multiply the cosine by q⁴, so

f″ = λ²q⁴ f.

The solutions are exp(+λq²z) and exp(−λq²z). The first grows without limit and is excluded. With f(0) = A,

u = A cos(qx) exp(−λq²z),  decay length ℓ = 1/(λq²).

This is a minimum. Add any v that vanishes at the wall and at depth: the cross terms vanish by stationarity, and what remains is the energy of v alone, which is not negative.

The condition was imposed at z = 0 and not on the displaced wall at z = A cos qx. The error is about A u_z, which relative to A is A/ℓ.

First limit: as q → 0, ℓ → ∞. A straight wall that is shifted moves the whole stack with it, since nothing else holds the layers in place.

The energy shows where the law comes from. Averaging over x gives a factor ½ for cos² and sin², so the mean energy density is

¼B f′² + ¼K q⁴ f².

Since f′² = λ²q⁴f² and Bλ² = K, the two terms are equal: compression and bending share the cost. Their sum is ½Kq⁴A² exp(−2z/ℓ). Integration over z multiplies by ℓ/2, and the energy per wall area is

¼Kq⁴A²/(λq²) = ¼√(KB) q²A²,

because K/λ = √(KB). A faster decay would compress the layers more; a slower one would bend more of them.

**Numbers for the simple case**

Take L₀ = 28 nm, h = 30 nm, B = 0.003 eV/nm³, K = 0.015 eV/nm and A = 0.5 nm. Then

λ = √(0.015/0.003) = √5 = 2.236 nm.

For an undulation period of 100 nm, q = 2π/100 = 0.06283 nm⁻¹ and

ℓ = 1/(2.236 × 0.06283²) = 113.3 nm, or 1133 Å.

That is about four lamellar periods. It is also much longer than 1/q = 15.9 nm, the decay length of a medium obeying u_xx + u_zz = 0. The ratio is ℓq = 1/(λq), which is large when the undulation is long compared with λ.

The amplitudes deeper in the stack, with the edge amplitude held at 0.5 nm, are:

- Period 50 nm: ℓ = 28.3 nm; 0.186 nm at z = L₀ and 0.010 nm at 4L₀.
- Period 100 nm: ℓ = 113.3 nm; 0.391 nm at L₀ and 0.186 nm at 4L₀.
- Period 200 nm: ℓ = 453 nm; 0.470 nm at L₀ and 0.391 nm at 4L₀.

The repeated values are no accident. The amplitude depends on q²z, so doubling the period and quadrupling the depth leaves it unchanged. The stack is a low-pass filter for edge roughness. To first order in the amplitude, each Fourier component of an irregular edge decays with its own ℓ.

Direct minimization of the harmonic energy on a grid, without assuming an exponential, gives decay lengths of 28.4, 113.5 and 454.0 nm. The fitted power of q in the rate is 1.999. At a period of 100 nm, quadrupling K doubled the rate and quadrupling B halved it, within 0.5% of the predicted rate. The grid has 40 points per undulation period. Its second difference replaces q² by about q²[1 − (2π/40)²/12], which is 0.2% smaller and lengthens every decay length by that fraction. At a period of 50 nm the depth step of 5 nm adds a further 0.1%, which is also why the fitted power falls just short of 2.

**Generalization 1: a second wall**

A trench has another side. Let it be straight and pin the layers at z = W, so that f(W) = 0. If the trench width leaves the layers at their preferred period, the equation f″ = f/ℓ² is unchanged. Its general solution is a combination of cosh[(W − z)/ℓ] and sinh[(W − z)/ℓ]; the condition at W removes the cosh, and f(0) = A fixes the rest:

f = A sinh[(W − z)/ℓ] / sinh(W/ℓ).

For W ≫ ℓ, at depths far from the second wall, both sinh functions become half a growing exponential and f returns to A exp(−z/ℓ). For W ≪ ℓ, sinh s ≈ s and

f = A(1 − z/W).

The decay is then a straight ramp set by the trench and not by the moduli.

With W = 10L₀ = 280 nm and a period of 100 nm, the point z = 4L₀ = 112 nm has

f = 0.5 × sinh(168/113.3)/sinh(280/113.3) = 0.178 nm.

The deep stack gave 0.186 nm, so the second wall lowers the amplitude by about 4% there. Grid minimization also gives 0.178 nm.

A trench width that does not fit the preferred period stretches every layer by some relative amount e₀. The strain is then e₀ + u_z − ½u_x². Its square adds −½Be₀u_x² to F, and the equation becomes

f″ = (λ²q⁴ − e₀q²) f.

At a period of 100 nm, λ²q² is only 0.020, so a stretch of 1% roughly halves the bracket and the undulation reaches deeper. Compression does the opposite. The stretched trench must be narrower than 2πλ/e₀, about 1400 nm for a stretch of 1%; in a wider one, flat layers would buckle of their own accord.

**Generalization 2: a substrate that holds the lamellae**

So far the substrate has been neutral and uniform. Suppose instead that it carries a straight chemical pattern in register with the undistorted lamellae. Displacing them costs an energy per film area of −γ cos(q₀u), with q₀ = 2π/L₀. For q₀u ≪ 1 this is a constant plus ½γq₀²u². Dividing by h, with u still taken uniform through the film, adds to F the term

½G u²,  G = γq₀²/h.

The stationarity condition gains one term:

B u_zz = K u_xxxx + G u.

With u = A cos(qx) exp(−kz), this becomes Bk² = Kq⁴ + G, or

k = √(λ²q⁴ + G/B).

For G = 0 the earlier law returns. For q → 0 the rate is now √(G/B) and not zero: the pattern stops even a uniform shift of the wall from spreading without limit, provided the lamellae cannot lean about their pinned base. At fixed G, long waves are affected first, because their q⁴ term is smallest.

How strong must the pattern be to double the rate at a period of 100 nm? Setting k² = 4λ²q⁴ gives G/B = 3λ²q⁴, hence

G = 3Kq⁴ = 7.0 × 10⁻⁷ eV/nm⁵,

γ = Gh/q₀² = 4.2 × 10⁻⁴ eV/nm².

The decay length found by minimization with this pinning, and with u uniform through the film, is 56.7 nm, half the unpinned value. A real pattern acts only at the base, and lamellae that bend or lean through the thickness partly escape it. The γ above is therefore a lower estimate. If both film surfaces hold the lamellae upright and the bending energy is ½K(u_xx + u_yy)², doubling the rate takes about 2.8 times as much. The gain then also saturates: however strong the pattern, the rate rises by at most a factor of about 1.25 at a period of 50 nm, 2.3 at 100 nm and 7 at 200 nm. The scale that γ competes with is small because it contains q⁴. The q² law therefore belongs to films whose substrate has no registered pattern, or a sufficiently weak one.

**Generalization 3: larger amplitudes**

Now restore e = u_z − ½u_x², on a neutral substrate and in a deep stack. Since K = Bλ², the energy can be written as a square plus a remainder:

F = ½B(e² + λ²u_xx²) = ½B(e − λu_xx)² + Bλ e u_xx.

The remainder contains

e u_xx = u_z u_xx − ½u_x²u_xx.

In the first term, u_z u_xx = ∂ₓ(u_z u_x) − u_xz u_x, and u_xz u_x = ½∂_z(u_x²). The second is −∂ₓ(u_x³/6). Averaging over a period in x removes both x derivatives and leaves −½∂_z⟨u_x²⟩. Integrating from the wall to a depth where the layers are flat gives +½⟨u_x²⟩ at the wall. The energy per wall area is thus

½B ∫⟨(e − λu_xx)²⟩dz + ½√(KB) ⟨u_x²⟩ at z = 0,

where Bλ = √(KB). The edge shape fixes the last term. The first cannot be negative, and it vanishes when e = λu_xx, that is, when

u_z = λu_xx + ½u_x².

This is the minimum within the present energy, with the far end free to move. For a cosine edge ⟨u_x²⟩ = ½q²A², and the energy is again ¼√(KB) q²A².

For small A the equation reduces to u_z = λu_xx. This is a diffusion equation in which depth plays the part of time and λ that of the diffusivity. Diffusion damps a cosine as exp(−λq²z), which is the first result by another road.

The nonlinear equation can also be solved. Set u = 2λ ln w. Then

λu_xx = 2λ²(w_xx/w − w_x²/w²),

½u_x² = 2λ² w_x²/w².

The squares cancel in the sum. With u_z = 2λ w_z/w this leaves

w_z = λw_xx.

So w diffuses. At the wall w = exp(s cos qx), with s = A/(2λ). Its Fourier series has modified Bessel functions as coefficients, and each harmonic decays at its own rate:

w = I₀(s) + 2 Σ Iₙ(s) cos(nqx) exp(−n²z/ℓ),  n = 1, 2, …

To read off the correction to the fundamental, write E = exp(−z/ℓ) and expand w = 1 + δ to third order in s. The parts of δ are

δ₁ = sE cos qx,

δ₂ = (s²/4)(1 + E⁴ cos 2qx),

δ₃ = s³[(E/8) cos qx + (E⁹/24) cos 3qx].

In ln w = δ − δ²/2 + δ³/3, the third-order terms are δ₃ − δ₁δ₂ + δ₁³/3. Using cos qx cos 2qx = ½(cos qx + cos 3qx) and cos³qx = ¾cos qx + ¼cos 3qx, their cos qx part is

s³E[1/8 − 1/4 − E⁴/8 + E²/4] = −(s³E/8)(1 − E²)².

Multiplying by 2λ and adding the first-order part gives the amplitude of cos qx:

A E [1 − (A²/32λ²)(1 − E²)²].

The expansion parameter is A/λ, but the factor 1/32 makes the correction mild. At z = ℓ the full solution, with the edge shape imposed at z = 0, lowers the fundamental by 0.12% for A = 0.5 nm and by 1.8% for A = 2 nm, relative to the linear law. Imposing the shape on the displaced wall hardly changes these figures at periods of 100 and 200 nm, but at 50 nm it makes them about 0.10% and 1.5 to 1.6%. The lower value comes from matching the logarithmic solution to the curved wall, the higher from minimizing the energy beside it, since on a curved wall the two no longer coincide exactly.

There is also an effect that the linear theory lacks. Deep in the stack w → I₀(s), so the layers end up displaced by

2λ ln I₀(A/2λ) ≈ A²/(8λ).

Here I₀(s) ≈ 1 + s²/4 was used. The shift is away from the wall: tilted layers at their preferred spacing take up more room along z. For A = 0.5 nm it is 0.014 nm; imposing the edge shape on the displaced wall, and not at z = 0, would make it 0.015 nm.

An irregular edge shows a related effect. Two cosines of equal amplitude A, with wavenumbers q₁ and q₂, multiply each other in w. Once they have died out themselves, their product leaves a wave of wavenumber q₁ − q₂ and amplitude

(A²/4λ) exp[−λ(q₁ − q₂)²z].

For A = 0.5 nm and periods of 50 and 40 nm, this wave has a period of 200 nm. At 4L₀ its amplitude is 0.022 nm, more than the 0.010 nm left of the 50 nm undulation. Imposing the edge shape on the displaced wall, and not at z = 0, would raise it to about 0.03 nm, so only its order of magnitude should be trusted.

Minimizing the nonlinear energy numerically at A = λ tests the logarithmic solution. At one decay length the largest difference is 3.6 × 10⁻⁵ λ, while the linear law is off by 0.12λ. At this amplitude the mean shift matters more than the change in the fundamental.

**Generalization 4: where λ comes from, and shorter waves**

K and B have so far been given separately. A model of weak segregation ties them together. Let the composition be a single wave, ψ = a cos[q₀(z − u)], with fixed amplitude a and energy density ½C[(∇² + q₀²)ψ]². For small u,

ψ ≈ a cos q₀z + a q₀u sin q₀z.

The operator ∇² + q₀² annihilates the first term. Acting on the second, it gives

a q₀[2q₀u_z cos q₀z + (∇²u) sin q₀z],

since the terms in q₀²u cancel. Square this and average over a lamellar period, with u varying slowly: cos² and sin² give ½ and the cross term gives zero. The energy density is

¼Ca²q₀²[4q₀²u_z² + (∇²u)²].

Comparison with ½B u_z² + ½K(∇²u)² yields

B = 2Ca²q₀⁴,  K = ½Ca²q₀²,  λ = 1/(2q₀) = L₀/4π.

For L₀ = 28 nm, λ = 2.23 nm. Bending and compressing such a wave numerically, and taking the moduli from the energies, also gives 2.228 nm.

In this model the bending energy contains the whole Laplacian, including u_zz. For u = A cos(qx) exp(−kz), ∇²u = (k² − q²)u, and stationarity requires

k² = λ²(q² − k²)².

Taking k = λ(q² − k²) gives λk² + k − λq² = 0, whose positive root is

k = [√(1 + 4λ²q²) − 1]/(2λ) ≈ λq²(1 − λ²q²).

The opposite sign gives a second decaying root, k = [√(1 + 4λ²q²) + 1]/(2λ), which is at least 1/λ. It dies out within a fraction of one lamella, below the resolution of a continuum theory, and the slow root governs the distortion further in.

For λq ≪ 1 the original rate returns. Relative to λq², the rate falls by 0.5% at a period of 200 nm, 1.9% at 100 nm and 6.9% at 50 nm. These figures hold the amplitude a of the density wave fixed. If a can adjust to the distortion, the rate rises again by an amount that depends on the strength of segregation, and at a period of 50 nm this can outweigh the reduction. For weak enough segregation the decay at that period even becomes oscillatory. With a fixed, the q² law worsens steadily towards short periods; with a free to adjust, the two corrections can cancel at some period, so the error need not grow steadily.

**Generalization 5: temperature**

At the annealing temperature the lamellae undulate even beside a straight wall. Write u as the minimum-energy shape plus a fluctuation v that vanishes at the wall. The harmonic energy splits into two separate parts, so in this approximation v averages to zero and the mean response keeps its decay length. A single snapshot, however, contains both.

Far from the walls, equipartition gives a mode with wavevectors p along z and q along x the mean square T/[V(Bp²+Kq⁴)], where V is the film volume. Summing over p, with its range extended to infinity, gives the spectrum along a lamella:

S(q) = (T/h) ∫ (dp/2π) / (Bp² + Kq⁴) = T/[2h√(KB) q²].

Integrating S(q) dq/2π over both signs of q, from q₁ to q₀ in magnitude, gives the variance

T(1/q₁ − 1/q₀)/[2πh√(KB)].

At 500 K, T = 0.0431 eV. For periods from L₀ to 100 nm the root mean square is 0.62 nm; an explicit sum over modes, with p running far beyond 1/L₀, agrees. A stack of layers has no modes beyond p of about π/L₀, or 2π/L₀ if each interface is counted, and stopping the sum there lowers the value to 0.57 or 0.60 nm. The value is rough, since the band reaches down to waves as short as the lamellar period. It also counts only undulations that are uniform through the film; those that vary through the thickness would raise it, by an amount that depends on how the film surfaces hold the lamellae. This holds far from the walls. Near a wall v is held at zero, which multiplies S(q) by 1 − exp(−2λq²z). At z = L₀ the root mean square over the same band is then 0.53 nm (0.46 to 0.49 nm with those limits on p), already more than the 0.39 nm amplitude left of a 100 nm undulation. From about one lamellar period inward, the wall's imprint in this example would have to be extracted by averaging, or by correlating the lamellae with the wall.

**The real case**

The parameters are meant for polystyrene-block-poly(methyl methacrylate), with a period near 28 nm and annealing near 500 K. The moduli are round values of a plausible size, not measurements. Their λ lies close to L₀/4π, but that formula was derived for weak segregation, so the agreement does not establish K for a real film. With B fixed, halving K lengthens ℓ at a 100 nm period from 113 to 160 nm, and doubling K shortens it to 80 nm. This uncertainty far exceeds the nonlinear and gradient corrections found above. The result also rests on a neutral substrate: where chemical guide stripes direct the lamellae, pinning can dominate for undulations of long period. For lamellae displaced uniformly through the film, the γ found above halves ℓ at a period of 100 nm. Undulations that vary through the film thickness, dislocations and incomplete annealing are outside the model, and their effect is not estimated here.

For a defect-free, equilibrated film of upright lamellae at their preferred period, on a neutral substrate, with λq and A/λ small and the opposite wall several ℓ away, the model gives a conditional design rule: suppress the long-period part of the guide roughness first. At 4L₀, the q² law leaves 78% of the edge amplitude for an undulation of period 200 nm, but only about 2% for one of period 50 nm. The first figure needs a trench about a micrometre wide; in the 280 nm trench considered above it is 58%. The second is a rough one, since the separate corrections to the law are largest at short periods. The remaining values are in the numerical output.

Table of computed values

```
Lamellar period L0: 28.0 nm
Film thickness h: 30.0 nm
Annealing temperature: 500 K
Thermal energy: 0.0431 eV
Compression modulus B: 0.0030 eV/nm^3
Bending modulus K: 0.0150 eV/nm
Edge amplitude A: 0.50 nm
Length lambda = sqrt(K/B): 2.236 nm
Density-wave lambda (computed): 2.228 nm
Fitted power of q in decay rate: 1.999
Undulation period: 50 nm
  q: 0.12566 1/nm; lambda*q: 0.2810
  decay length, formula: 28.3 nm
  decay length, minimization: 28.4 nm
  amplitude at z = 1, 4, 8 L0: 0.1860, 0.0096, 0.0002 nm
  rate change, full gradients: -6.85 %
Undulation period: 100 nm
  q: 0.06283 1/nm; lambda*q: 0.1405
  decay length, formula: 113.3 nm
  decay length, minimization: 113.5 nm
  amplitude at z = 1, 4, 8 L0: 0.3905, 0.1860, 0.0692 nm
  rate change, full gradients: -1.90 %
Undulation period: 200 nm
  q: 0.03142 1/nm; lambda*q: 0.0702
  decay length, formula: 453.1 nm
  decay length, minimization: 454.0 nm
  amplitude at z = 1, 4, 8 L0: 0.4700, 0.3905, 0.3050 nm
  rate change, full gradients: -0.49 %
Items below: undulation period 100 nm
Main decay length: 1133 angstrom
Length 1/q for comparison: 15.9 nm
Decay length, K halved: 160.2 nm
Decay length, K doubled: 80.1 nm
Edge energy per area: 1.655e-06 eV/nm^2
Trench width: 280 nm
Trench amplitude at 4 L0: 0.1777 nm
Same, minimization: 0.1780 nm
Pinning G that doubles rate: 7.013e-07 eV/nm^5
Pattern energy gamma for it: 4.178e-04 eV/nm^2
Decay length with it, minimization: 56.7 nm
Nonlinear change, A = 0.5 nm: -0.117 %
Nonlinear change, A = 2.0 nm: -1.83 %
Mean outward drift, A = 0.5 nm: 0.0140 nm
Nonlinear test, A/lambda = 1, log-solution error: 3.6e-05
Same test, linear-law error: 0.122 (units of lambda)
Thermal rms, periods L0 to 100 nm: 0.625 nm
Same, explicit mode sum: 0.624 nm
```
